\section*{How fast a dopant evens out in a 100 nm melt}

\section{The problem}

A laser pulse melts the top of a silicon wafer to a depth $L=100$ nm. The melt contains a dilute dopant whose diffusivity in the liquid is $D=10^{-8}$ m$^2$/s. Treat the melt as static, with fixed depth and constant $D$, and let no dopant cross the free surface or the melt front. The concentration $c(x,t)$ depends on the depth $x$ alone, with $x=0$ at the surface and $x=L$ at the front.

Show that the slowest nonuniformity of $c$ decays exponentially with a time constant near 100 ns. Then decide whether a melt that lasts 100 ns leaves the dopant uniform.

\section{A tempting solution}

Diffusion over a distance $L$ takes a time of order $L^2/D$. In units suited to the melt,
\begin{equation}
D=10^{-8}\ \frac{\mathrm{m^2}}{\mathrm{s}}\times
10^{18}\ \frac{\mathrm{nm^2}}{\mathrm{m^2}}\times
10^{-9}\ \frac{\mathrm{s}}{\mathrm{ns}}
=10\ \frac{\mathrm{nm^2}}{\mathrm{ns}},
\end{equation}
so that
\begin{equation}
\frac{L^2}{D}=\frac{(100\ \mathrm{nm})^2}{10\ \mathrm{nm^2/ns}}=1000\ \mathrm{ns}.
\end{equation}
The nonuniformity would then decay as $e^{-t/(1000\ \mathrm{ns})}$. After 100 ns a fraction $e^{-0.1}\approx0.90$ would remain, and the claim in the problem would be wrong by a factor of ten.

\section{Where it fails}

The quantity $L^2/D$ has the right dimensions, and it correctly says that the time grows as $L^2$ and falls as $1/D$. Dimensions cannot supply the numerical factor, and here the factor is large.

To see what was assumed, suppose that a deviation from uniformity has the shape $X(x)$ and decays at the rate $D/L^2$. The diffusion equation, derived below, then requires $DX''=-(D/L^2)X$, or $X''=-X/L^2$. With zero slope at the surface the solution is $X=\cos(x/L)$. Its slope at the front is
\begin{equation}
X'(L)=-\frac{1}{L}\sin 1\neq 0 .
\end{equation}
A concentration gradient at the front means a dopant flux through the front, which the problem forbids. The rate $D/L^2$ therefore belongs to a leaky layer. The no-flux condition at $x=L$ was never used. Together with the condition at the surface, it fixes the factor.

\section{The right solution}

\subsection{Equation and conserved mean}

For a dilute dopant, Fick's law gives the flux towards larger $x$ as $J=-D\,\partial c/\partial x$. The dopant between $x$ and $x+dx$ changes by what enters minus what leaves, so $\partial c/\partial t=-\partial J/\partial x$. With constant $D$,
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},
\qquad
\frac{\partial c}{\partial x}=0\ \text{ at } x=0 \text{ and } x=L .
\label{eq:diff}
\end{equation}
Integrating over the depth gives
\begin{equation}
\frac{d}{dt}\int_0^L c\,dx
=D\left[\frac{\partial c}{\partial x}\right]_0^L=0 .
\end{equation}
The dose is conserved, and so is the mean $\bar c=(\text{dose})/L$. The mean is the value towards which $c$ relaxes, and the nonuniformity is $c-\bar c$.

\subsection{Shapes that decay without changing form}

Insert $X(x)T(t)$ into the diffusion equation and divide by $XT$:
\begin{equation}
\frac{T'}{T}=D\frac{X''}{X}=-\lambda .
\end{equation}
The first expression depends on $t$ alone and the second on $x$ alone, so both equal a constant, named $-\lambda$. Hence $T=e^{-\lambda t}$ and $DX''=-\lambda X$.

The sign of $\lambda$ need not be assumed. Multiply $DX''=-\lambda X$ by the complex conjugate $X^*$ and integrate by parts:
\begin{equation}
-\lambda\int_0^L|X|^2dx
=D\left[X^*X'\right]_0^L-D\int_0^L|X'|^2dx .
\end{equation}
The bracket vanishes because $X'=0$ at both faces. Therefore
\begin{equation}
\lambda=D\,\frac{\int_0^L|X'|^2dx}{\int_0^L|X|^2dx}\ \ge 0 .
\label{eq:quotient}
\end{equation}
The rate is real and no shape grows. Steep shapes decay fast, since the numerator measures the gradients that drive the flux.

If $\lambda=0$, then $X'=0$ everywhere and $X$ is constant. This is the conserved mean. If $\lambda>0$, set $q=\sqrt{\lambda/D}$. The general solution is
\begin{equation}
X=A\cos qx+B\sin qx,\qquad X'=-qA\sin qx+qB\cos qx .
\end{equation}
At the surface $X'(0)=qB=0$, so $B=0$. At the front $X'(L)=-qA\sin qL=0$. Since $A=0$ would leave nothing, $\sin qL=0$ and $q=n\pi/L$ with $n=1,2,3,\dots$ The rates are
\begin{equation}
\lambda_n=Dq^2=\frac{n^2\pi^2D}{L^2}=\frac{n^2}{\tau},
\qquad
\tau=\frac{L^2}{\pi^2D}.
\label{eq:tau}
\end{equation}
The slowest nonuniformity is $\cos(\pi x/L)$, half a wave across the melt, with one face rich in dopant and the other poor. For the given melt
\begin{equation}
\tau=\frac{1000\ \mathrm{ns}}{\pi^2}=101\ \mathrm{ns}=1.01\times10^{-7}\ \mathrm{s},
\end{equation}
which is the result to be shown. The next two shapes have time constants $\tau/4=25.3$ ns and $\tau/9=11.3$ ns.

An independent calculation divides the melt into 200 equal cells that exchange dopant in proportion to their concentration differences, with the outer faces closed. The smallest nonzero decay rate of this set of equations corresponds to 101.32 ns, equal to the formula at the digits printed.

\subsection{Any starting profile}

A reasonably smooth profile on $0<x<L$ can be continued as an even function of period $2L$, whose Fourier series contains only cosines. Each cosine decays at its own rate, so
\begin{equation}
c(x,t)=\bar c+\sum_{n=1}^{\infty}a_n\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau}.
\label{eq:series}
\end{equation}
The amplitudes follow from
\begin{equation}
\cos\frac{m\pi x}{L}\cos\frac{n\pi x}{L}
=\tfrac12\cos\frac{(m-n)\pi x}{L}+\tfrac12\cos\frac{(m+n)\pi x}{L}.
\end{equation}
For $m,n\ge1$ this integrates to zero over the melt unless $m=n$, when it gives $L/2$. Multiplying the series at $t=0$ by $\cos(n\pi x/L)$ and integrating thus leaves
\begin{equation}
a_n=\frac{2}{L}\int_0^L c(x,0)\cos\frac{n\pi x}{L}\,dx .
\end{equation}
The same integrals give the mean square deviation $s^2$ from $\bar c$:
\begin{equation}
s^2(t)=\frac12\sum_{n\ge1}a_n^2e^{-2n^2t/\tau}
\le e^{-2t/\tau}\,\frac12\sum_{n\ge1}a_n^2=e^{-2t/\tau}s^2(0),
\end{equation}
because $n^2\ge1$. The rms deviation $s$ therefore falls at least as fast as $e^{-t/\tau}$, and a pure first cosine falls at that rate.

\subsection{A case in which the slowest shape is absent}

Let the starting profile be symmetric about mid-depth, $c(L-x,0)=c(x,0)$. Since
\begin{equation}
\cos\frac{n\pi(L-x)}{L}=(-1)^n\cos\frac{n\pi x}{L},
\end{equation}
the odd cosines change sign under the reflection and their amplitudes must vanish. The slowest possible survivor is $n=2$, with time constant $\tau/4$. For a Gaussian centred at 50 nm the cell calculation gives a late decay time of 25.3 ns, as expected. The 101 ns applies to the late decay whenever $a_1\neq0$, as after a shallow implant, which puts most of the dopant where $\cos(\pi x/L)$ is positive.

\subsection{What the factor $\pi^2$ means}

In an unbounded liquid, the mean square displacement of dopant released at $x=0$ obeys, after two integrations by parts,
\begin{equation}
\frac{d}{dt}\frac{\int x^2c\,dx}{\int c\,dx}
=\frac{D\int x^2\,\partial_x^2c\,dx}{\int c\,dx}
=\frac{2D\int c\,dx}{\int c\,dx}=2D .
\end{equation}
The rms displacement after a time $\tau$ is therefore
\begin{equation}
\sqrt{2D\tau}=\frac{\sqrt2}{\pi}L\approx0.45\,L .
\end{equation}
The slowest shape thus falls to $1/e$ in the time in which free dopant would spread by about half the depth. In the longer time $L^2/D$ it would spread by $\sqrt2\,L\approx1.4\,L$.

\section{Is 100 ns enough?}

One time constant reduces the slowest shape to $1/e$ of its amplitude. After 100 ns the fraction left is $e^{-100/101.3}=0.373$. A melt that starts with a sizeable $a_1$ is therefore not uniform, whereas one with $a_1=0$, such as the centred Gaussian above, can be nearly so.

Take a boron implant with dose $10^{15}$ cm$^{-2}$, centred at 20 nm with a straggle (standard deviation) of 10 nm. These are rough values for a low-energy implant. The Gaussian is cut at the faces of the melt and rescaled to the full dose. The mean is
\begin{equation}
\bar c=\frac{10^{15}\ \mathrm{cm^{-2}}}{10^{-5}\ \mathrm{cm}}=10^{20}\ \mathrm{cm^{-3}},
\end{equation}
and concentrations below are in units of $10^{20}$ cm$^{-3}$. The first amplitudes are $a_1=1.530$, $a_2=0.475$ and $a_3=-0.447$. The series gives the concentrations at the two faces:

\begin{center}
\begin{tabular}{rccc}
$t$ (ns) & surface & front & rms deviation\\
0 & 0.552 & 0.000 & 1.395\\
20 & 2.357 & 0.006 & 0.903\\
50 & 1.994 & 0.137 & 0.662\\
100 & 1.579 & 0.439 & 0.403\\
200 & 1.213 & 0.788 & 0.150\\
300 & 1.079 & 0.921 & 0.056
\end{tabular}
\end{center}

The surface concentration is higher at 20 ns than at the start. The implant peaks below the surface, so Fick's law first drives boron up towards the surface, where it cannot leave.

The rms deviation shows two stages. In the first 20 ns it falls by the factor $0.903/1.395=0.65$, whereas $e^{-20/101.3}=0.82$: the higher cosines are dying out. Between 200 and 300 ns the factor is $0.056/0.150=0.37$, which is that of the first cosine.

At the faces $\cos(n\pi x/L)$ equals $1$ and $(-1)^n$. Even terms cancel in the difference, which becomes
\begin{equation}
c(0,t)-c(L,t)=2\left(a_1e^{-t/\tau}+a_3e^{-9t/\tau}+\dots\right)
\approx2a_1e^{-t/\tau}
\end{equation}
late in the decay. At 100 ns this is $2\times1.530\times0.373=1.14$, in agreement with $1.579-0.439$ from the table. The difference is still larger than the mean. It falls to 10\% of the mean when $2a_1e^{-t/\tau}=0.1\,\bar c$, or
\begin{equation}
t=\tau\ln\frac{2a_1}{0.1\,\bar c}
=101.3\ \mathrm{ns}\times\ln 30.6=347\ \mathrm{ns}.
\end{equation}
For this implant, near-uniformity thus takes several time constants. The times in nanoseconds hold for the assumed $D$. If $D$ were 2.4 times larger, the difference after 100 ns would be only 0.29 of the mean, and it would reach 10\% at 144 ns. When the first cosine dominates, the time depends on $a_1$ and on the tolerance only through a logarithm.

\section{The model beside a real melt}

A diffusivity of $10^{-8}$ m$^2$/s, or $10^{-4}$ cm$^2$/s, has the right order of magnitude for dopants in liquid silicon, though reported values are often several times larger. Nanosecond pulses give melts that last from tens to a few hundred nanoseconds. The assumption that a real melt breaks most plainly is the fixed depth. Suppose that the front goes in at 10 m/s, rests at 100 nm for 100 ns and returns at 3 m/s (rough values). The surface is then liquid for $10+100+33.3=143.3$ ns. With no segregation at the front, the frozen profile has $a_1=0.462$. A static melt gives 0.570 if it lasts for the hold alone and 0.372 if it lasts for the whole liquid time. The motion acts like $\tau\ln(0.570/0.462)=21$ ns of extra static melting, about half of the added 43 ns. A real front seldom rests at full depth. If it turns back at once, going in at 10 m/s and out at 1.1 m/s so that the surface is liquid for 100 ns in all, the frozen profile has $a_1=0.96$, as after only 47 ns of static melting.

Segregation works the other way. If the solid takes up 0.8 of the concentration in the liquid beside it, a rough equilibrium value for boron, the returning front pushes some boron towards the surface. For the same melt cycle $a_1$ rises from 0.462 to 0.493, and the mean over the top 5 nm rises from 1.40 to 1.63. Fast regrowth moves the partition coefficient towards 1, which would place the profile between these two cases if $D$ and the melt cycle were exactly as assumed. Real boron profiles can also show a pile-up near the deepest position of the front, which this simple partition model does not describe.

The largest uncertainty in $\tau$ itself is the diffusivity. Halving or doubling $D$ gives 203 or 51 ns, while a depth of 90 or 110 nm gives 82 or 123 ns. A surface hotter than the front makes $D$ vary with depth. If $D$ falls linearly from twice the stated value at the surface to the stated value at the front, a deliberately strong variation, the time constant is 69 ns.

The reflecting boundaries hold well here. Boron diffuses in solid silicon near melting at roughly $3\times10^{-11}$ cm$^2$/s, which gives a diffusion length $\ell=\sqrt{D_{\mathrm s}t}=0.017$ nm in 100 ns. A solid held at $0.8\,\bar c$ at its face fills as $0.8\,\bar c\,\mathrm{erfc}(y/2\ell)$, where $y$ is the distance into the solid. The integral of this profile over $y$ is $0.8\,\bar c\times2\ell/\sqrt\pi$. Divided by the dose $\bar cL$, it gives a leaked share of $1.6\times10^{-4}$. At the surface, even an assumed vapour pressure as high as 0.01 Torr at 1685 K would let only about $3\times10^{-5}$ nm of silicon evaporate in the same time, and a surface heated to about 2340 K, where the pressure is near 100 Pa, would lose about $2\times10^{-3}$ nm. These figures bound the recession of the surface, not the loss of dopant. Elemental boron is less volatile than silicon, but for volatile dopants such as arsenic or phosphorus the closed surface has to be checked separately. The melt is also fairly dilute: at its initial peak the implant has about 0.8 boron atoms per 100 silicon atoms (0.76 for a density of 2.5 g/cm$^3$).

For these inputs, then, the time constant is close to 100 ns in the static model. In a real melt it is an order of magnitude: a dopant whose diffusivity is several times larger has a time constant shorter in the same proportion, so the value of $D$ for the dopant at hand should be put into $\tau=L^2/(\pi^2D)$. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
melt depth L = 100 nm
diffusivity D = 1e-08 m^2/s = 10 nm^2/ns
time constant tau, formula = 101.32 ns
time constant tau, flux-balance matrix = 101.32 ns
cruder scale L^2/D = 1000 ns
second and third modes: 25.3 and 11.3 ns
symmetric profile, measured decay time = 25.3 ns
fraction of first mode left at 100 ns = 0.373
-- boron implant; concentrations in 1e20 cm^-3 --
dose = 1e+15 cm^-2
centre = 20 nm, straggle = 10 nm
mean = 1.000, initial peak = 4.082
a1, a2, a3 = 1.530, 0.475, -0.447
t = 0 ns: surface 0.552, front 5.2e-14, rms deviation 1.395
t = 20 ns: surface 2.357, front 0.006, rms deviation 0.903
t = 50 ns: surface 1.994, front 0.137, rms deviation 0.662
t = 100 ns: surface 1.579, front 0.439, rms deviation 0.403
t = 200 ns: surface 1.213, front 0.788, rms deviation 0.150
t = 300 ns: surface 1.079, front 0.921, rms deviation 0.056
surface-front difference is 10% of mean at t = 347 ns
-- neglected effects --
melt-in 10 m/s, hold 100 ns, regrowth 3 m/s
total liquid time at the surface = 143.3 ns
a1, static melt for the hold only = 0.570
a1, moving front, no segregation = 0.462
a1, static melt for whole liquid time = 0.372
front motion acts like extra static time = 21.3 ns
a1, moving front, k = 0.8 : 0.493
top 5 nm mean, no segregation = 1.40
top 5 nm mean, k = 0.8 : 1.63
tau for D/2 and 2D = 203 and 51 ns
tau for L = 90 and 110 nm: 82 and 123 ns
tau with D doubled at the surface only = 68.9 ns
solid diffusivity (rough) = 3e-11 cm^2/s
diffusion length in solid during hold = 0.017 nm
share of dose leaked into solid = 1.6e-04
vapour pressure (rough) = 0.01 Torr at 1685 K
silicon evaporated during hold = 3.0e-05 nm
peak boron per silicon atom = 0.76 %
\end{verbatim}
